# Why a Capacitor Stable at Fixed Voltage Has Nonnegative Capacitance

## What dimensions and symmetry fix

A capacitor has charge $Q$ on one electrode and $-Q$ on the other. A source holds the voltage $V$ between them and does work $V\,dQ$ when it transfers charge $dQ$. Since $QV$ is an energy, the differential capacitance $C=dQ/dV$ has the dimension of energy divided by voltage squared. If $G(V)$ is the free energy of the capacitor together with its source, the natural form is therefore

$$C=-c\,\frac{d^2G}{dV^2},$$

with $c$ a pure number. The work term will give $c=1$.

Symmetry does not settle the sign. Exchanging the names of the terminals sends $(Q,V)$ to $(-Q,-V)$ and leaves $dQ/dV$ unchanged, so it allows either sign of $C$. The sign has to come from stability, and the kind of stability matters. The statement to be derived is this: if the capacitor is stable while an ideal source fixes $V$, then $C\ge0$ wherever the derivative exists, whatever the sign of the capacitance of a layer inside. Stability at fixed charge is a weaker condition and does not suffice, as an example below shows.

The algebra uses atomic units, with $\varepsilon_0=1/(4\pi)$; the symbol $\varepsilon_0$ is kept so that numbers can be inserted in engineering units. The capacitor is static, carries no leakage current, and has a normalizable equilibrium state at each voltage considered.

## First derivation: concavity of the equilibrium free energy

Let $H$ be the Hamiltonian of the capacitor and $\hat Q$ its charge operator. Transferring charge $Q$ lowers the energy of the source by $QV$, so the combined system is governed by $H-V\hat Q$, where $H$ does not depend on $V$. At temperature $T$, with $k$ Boltzmann's constant, assign to any density matrix $\rho$ the free energy

$$\mathcal G_V[\rho]=\mathrm{Tr}\,\rho H+kT\,\mathrm{Tr}\,\rho\ln\rho-V\,\mathrm{Tr}\,\rho\hat Q .$$

The equilibrium state is $\rho_V=e^{-(H-V\hat Q)/kT}/Z$, and $G(V)=-kT\ln Z$. Inserting $\ln\rho_V=-(H-V\hat Q)/kT-\ln Z$ gives

$$\mathcal G_V[\rho]-G(V)=kT\,\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_V).$$

The right side is nonnegative. To see this, let $r_i$ and $s_j$ be the eigenvalues of $\rho$ and $\rho_V$, and $w_{ij}$ the squared overlaps of their eigenvectors. The trace is $\sum_{ij}w_{ij}r_i\ln(r_i/s_j)$. From $\ln x\le x-1$ with $x=s_j/r_i$ follows $r_i\ln(r_i/s_j)\ge r_i-s_j$. Each row and column of $w$ sums to one, so the trace is at least $\sum_ir_i-\sum_js_j=0$. Hence $G(V)=\min_\rho\mathcal G_V[\rho]$.

For each fixed $\rho$, $\mathcal G_V[\rho]$ is a straight line in $V$, and a minimum over straight lines is concave. Explicitly, for $V=\lambda V_1+(1-\lambda)V_2$ with $0\le\lambda\le1$,

$$G(V)=\lambda\mathcal G_{V_1}[\rho_V]+(1-\lambda)\mathcal G_{V_2}[\rho_V]\ge\lambda G(V_1)+(1-\lambda)G(V_2).$$

To connect this with charge, use the equilibrium state at $V_1$, whose mean charge is $Q_1$, as a trial state at $V_2$, and then the reverse:

$$G(V_2)\le G(V_1)-(V_2-V_1)Q_1,$$
$$G(V_1)\le G(V_2)+(V_2-V_1)Q_2.$$

Adding the two lines cancels the free energies and leaves

$$(V_2-V_1)(Q_2-Q_1)\ge0 .$$

Charge cannot fall when voltage rises, even across a jump. For $V_2>V_1$ the same inequalities place $[G(V_2)-G(V_1)]/(V_2-V_1)$ between $-Q_2$ and $-Q_1$. Where $Q$ is continuous, the limit gives $dG/dV=-Q$, and therefore

$$C=-\frac{d^2G}{dV^2}\ge0,$$

which fixes $c=1$. At nonzero temperature the value zero requires a charge that does not fluctuate, as the fluctuation formula below shows. A capacitor that exchanges whole electrons approaches zero at low temperature, between the voltages at which its charge changes.

### The convex function of charge

The corresponding function of charge is

$$F_{\rm eq}(Q)=\max_V[G(V)+QV].$$

It is a maximum over straight lines in $Q$ and is therefore convex. At a smooth maximum $Q=-G'(V)$, so $dF_{\rm eq}/dQ=V$ and $d^2F_{\rm eq}/dQ^2=1/C$.

This differs in general from $F(Q)$, the free energy per area of a laterally uniform device with its charge imposed. For a large area, $G(V)=\min_q[F(q)-qV]$ per area, so $F(q)\ge G(V)+qV$ for every $V$. Let fractions $f$ and $1-f$ of the area hold charge densities $q_1$ and $q_2$, with mean $Q$. Averaging the inequality gives

$$fF(q_1)+(1-f)F(q_2)\ge F_{\rm eq}(Q).$$

Equality is reached when both densities minimize $F(q)-qV$ at the same $V$, which is the common-tangent construction. A large device can thus restore convexity by splitting into regions, provided that the boundary energy is negligible. A small or constrained device may be unable to do so.

### The same sign from fluctuations

If charge is conserved apart from exchange with the source, $H$ and $\hat Q$ commute. Let $p_N$ be the probability of total charge $Q_N$. It is proportional to $e^{-(F_N-VQ_N)/kT}$, so $dp_N/dV=p_N(Q_N-\langle Q\rangle)/kT$, and

$$C_{\rm total}=\sum_NQ_N\frac{dp_N}{dV}=\frac{\langle Q^2\rangle-\langle Q\rangle^2}{kT}\ge0 .$$

If they do not commute, let $E_n$, $p_n$ and $Q_{mn}$ be the eigenvalues of $H-V\hat Q$, their probabilities and the matrix elements of charge. With $b=1/kT$, the derivative of the exponential is

$$\frac{d}{dV}e^{-b(H-V\hat Q)}=\int_0^b d\tau\,e^{-(b-\tau)(H-V\hat Q)}\hat Q\,e^{-\tau(H-V\hat Q)} .$$

Multiplying by $\hat Q$, taking the trace, integrating over $\tau$ and including the change of $Z$ gives

$$C_{\rm total}=\sum_{mn}|Q_{mn}|^2\frac{p_n-p_m}{E_m-E_n}-\frac{\langle Q\rangle^2}{kT},$$

where a term with $E_m=E_n$ means $p_n|Q_{mn}|^2/kT$. Replacing $\hat Q$ by $\hat Q-\langle Q\rangle$ absorbs the last term. Each remaining term is nonnegative, because the state of lower energy has the higher probability. For one pair of random real symmetric $8\times8$ matrices with $kT=1$ and $V=0.3$, the slope of the mean charge and this sum are both 1.789 in model units.

## Second derivation: stability of a local minimum

A ferroelectric may remain in a metastable state, which the full equilibrium average does not describe. Let $\Phi(Q,x)$ be the free energy per area at given charge and given internal variables $x$, such as polarization or strain. From here on, $Q$ and $C$ are per area. At fixed voltage the state minimizes $\Phi-QV$, so

$$\Phi_Q=V,\qquad \Phi_x=0,$$

where subscripts denote derivatives. Let $K$ be the matrix of second derivatives of $\Phi$ with respect to $(Q,x)$, and let it be positive definite. Follow the minimum as $V$ changes and write $u=(dQ/dV,\,dx/dV)$. Differentiating both conditions gives

$$Ku=(1,0)^T .$$

Multiplication from the left by $u^T$ yields

$$C=\frac{dQ}{dV}=u^TKu>0,$$

since $u$ cannot vanish. This proves the result for each smooth, strictly stable branch.

The lower rows of $Ku=(1,0)^T$ give $dx/dV=-K_{xx}^{-1}K_{xQ}C$. Substitution in the first row gives

$$\frac1C=K_{QQ}-K_{Qx}K_{xx}^{-1}K_{xQ}=F''(Q),$$

where $F(Q)$ is $\Phi$ minimized over $x$. If charge is fixed instead, stability requires $K_{xx}$ to be positive definite but places no condition on this difference. A device isolated at fixed charge may therefore have $F''<0$.

### A ferroelectric layer in series with a dielectric

Take a ferroelectric of thickness $t_f$ with polarization $P$ and background permittivity $\varepsilon_b$, and a linear dielectric of thickness $t_d$ and permittivity $\varepsilon_d$. For laterally uniform fields, Landau mean-field theory gives

$$\Phi=t_f\left[\frac{\alpha P^2}{2}+\frac{\beta P^4}{4}+\frac{(Q-P)^2}{2\varepsilon_0\varepsilon_b}\right]+\frac{t_dQ^2}{2\varepsilon_0\varepsilon_d},$$

with $\alpha<0$ and $\beta>0$. The condition $\partial\Phi/\partial P=0$ reads

$$\alpha P+\beta P^3=\frac{Q-P}{\varepsilon_0\varepsilon_b}=E,$$

where $E$ is the ferroelectric field. The condition $\partial\Phi/\partial Q=V$ is the sum of layer voltages, $t_fE+t_dQ/(\varepsilon_0\varepsilon_d)=V$.

Set $L=dE/dP=\alpha+3\beta P^2$. From $Q=\varepsilon_0\varepsilon_bE+P$ follows $dQ/dE=\varepsilon_0\varepsilon_b+1/L$, so

$$C_f=\frac{1}{t_f}\frac{dQ}{dE}=\frac{1+\varepsilon_0\varepsilon_bL}{t_fL},\qquad C_d=\frac{\varepsilon_0\varepsilon_d}{t_d}.$$

Differentiating the voltage sum with respect to $Q$ gives $1/C=1/C_f+1/C_d$.

Stability of $P$ at fixed $Q$ requires $t_f(L+1/\varepsilon_0\varepsilon_b)>0$, hence $1+\varepsilon_0\varepsilon_bL>0$. This permits $L<0$, and then $C_f<0$. Stability at fixed voltage also requires $1/C>0$, that is $|C_f|>C_d$. In that case

$$C=\frac{C_d|C_f|}{|C_f|-C_d}>C_d>0 .$$

The negative layer raises the total capacitance above that of the dielectric alone. As $|C_f|$ falls towards $C_d$, $C$ grows without bound. Beyond that point the formula gives a negative number, but the uniform state is no longer stable and the charge moves to another state. There is no contradiction with the theorem, because the source fixes the voltage across the stack and not across the layer.

## Numbers for a hafnia-type stack

Take 5 nm of ferroelectric and 1.5 nm of alumina at 300 K, with $\varepsilon_b=20$, $\varepsilon_d=9$, spontaneous polarization $P_s=20$ µC/cm² and uniform switching field $E_s=1$ MV/cm. At zero field $P_s^2=-\alpha/\beta$. The field has its extremum at $P=P_s/\sqrt3$, where its magnitude is $2|\alpha|P_s/(3\sqrt3)$. Thus $|\alpha|=3\sqrt3E_s/(2P_s)$, which gives $\alpha=-1.299\times10^9$ m/F and $\beta=3.248\times10^{10}$ m⁵/(F C²).

At 0.4 V the uniform state has $Q=3.645$ and $P=4.659$ µC/cm². Then

$$L=-1.299\times10^9+3(3.248\times10^{10})(0.04659)^2\approx-1.09\times10^9\ \text{m/F},$$

and $1+\varepsilon_0\varepsilon_bL\approx0.81$. The layer capacitances are $C_f=-14.85$ and $C_d=5.313$ µF/cm², so

$$C=\frac{5.313\times14.85}{14.85-5.313}\approx8.27\ \text{µF/cm}^2 .$$

Separate energy minimizations at voltages 0.1 mV above and below 0.4 V give the same slope, 8.272 µF/cm². The alumina drops $3.645/5.313=0.686$ V, more than the applied voltage, and the ferroelectric supplies $-0.286$ V.

At zero voltage the limit of uniform stability is $C_d=|C_f(P=0)|$, or

$$t_d=\varepsilon_0\varepsilon_d\frac{t_f|\alpha|}{1-\varepsilon_0\varepsilon_b|\alpha|}\approx0.67\ \text{nm}.$$

This was tested by starting from $P=1$ µC/cm². With alumina 5% thicker than the limit, the charge returned to zero; with alumina 5% thinner, it settled above 1 µC/cm² in magnitude.

### Fixed charge and fixed voltage compared

With 0.5 nm of alumina and all else unchanged, $F''(0)=-0.0216$ cm²/µF. At fixed charge the polarization is nevertheless stable against uniform changes, because $1+\varepsilon_0\varepsilon_b\alpha\approx0.77$ is positive. Within the uniform model, this shows that stability at fixed charge does not ensure $C\ge0$.

Now connect a 25 nm² cell to a source at $V=0$ and let it exchange whole electrons, with $F(Q)$ as the energy of each charge state. With the polarization held laterally uniform in this way, its equilibrium capacitance is positive, about 3350 µF/cm². The fluctuation formula turns this into an rms charge density $\sqrt{kTC/A}\approx7.4$ µC/cm², where $A$ is the cell area. The two uniform minima follow from setting $V=0$ in the layer equations and lie at about $\pm7.5$ µC/cm². The large capacitance thus comes from a small voltage changing the populations of two opposite states. It requires enough time for transitions between them; on shorter times the second derivation applies to each minimum separately. These numbers belong to the uniform model only. With the narrow-wall stiffness and the 0.5 nm columns of the next section, a stripe state of 5 nm period lies about 0.09 eV/nm² below both minima, so a cell free to form domains would not show this large equilibrium value.

## Domains: a second stable case

The uniform state must also resist lateral modulation. Add a gradient energy density $g(\partial_xP)^2/2$ and perturb $P=0$ by $p\cos kx$, uniform through the thickness; here $k$ is a wave number. The metal screens the polarization charge at its own surface, while a charge $p\cos kx$ remains at the interface between the layers. The potential there is $\phi_0\cos kx$. It decays to zero at the electrodes as hyperbolic sines, with slopes $k\phi_0\coth kt_f$ below the interface and $-k\phi_0\coth kt_d$ above it. The jump in displacement gives

$$\phi_0=S(k)p,\qquad S(k)=\frac{1}{\varepsilon_0k[\varepsilon_b\coth kt_f+\varepsilon_d\coth kt_d]} .$$

The average electrostatic energy is $S p^2/4$ and the average Landau and gradient energy is $t_f(\alpha+gk^2)p^2/4$. Stability against such modulations therefore needs

$$t_f(\alpha+gk^2)+S(k)>0\quad\text{for every }k>0 .$$

For this stack at zero voltage it requires $g$ above $6.0\times10^{-10}$ m³/F. A wall $P=P_s\tanh(x/\delta)$ solves $\alpha P+\beta P^3=gP''$ if $g=|\alpha|\delta^2/2$. A narrow wall with $\delta=0.3$ nm has $g=5.8\times10^{-11}$ m³/F, about ten times too small. At 0.4 V the same condition applies with $\alpha$ replaced by $L$, the curvature of the Landau energy at the uniform polarization. For $k=1.5$ nm⁻¹ and the smaller $g$, the terms are $t_fL=-5.44$, $t_fgk^2=0.66$ and $S=2.58$ m²/F. Their sum is negative, so the uniform state with its capacitance of 8.27 µF/cm² is unstable.

A periodic row of 48 columns, each 0.5 nm wide, was relaxed with this smaller $g$ from a nearly uniform start and from stripes of several periods. At zero voltage the lowest state found has three columns up and three down, a period of 3 nm, and a total capacitance of 4.66 µF/cm². The same pattern survives at 0.4 V as a local minimum, 0.080 eV/nm² below the uniform state, with a total capacitance of 4.93 µF/cm². Both are positive, as the second derivation demands, and both are below $C_d$. The ferroelectric layer, defined by $1/C_f=1/C-1/C_d$ with laterally averaged charge, now has positive capacitance: 68 µF/cm² at 0.4 V and 38 µF/cm² at zero voltage. At 0.4 V this pattern is metastable. A repeat of four columns up and three down, with a period of 3.5 nm, lies 0.086 eV/nm² below the uniform state and has a total capacitance of 4.69 µF/cm², also below $C_d$. Its charge is 2.39 µC/cm² against 1.90 µC/cm², so if columns have time to reverse, the mean slope from zero voltage is about 6.0 µF/cm², above $C_d$. The differential capacitances of the single patterns belong to walls held in place by the columns, which are wider than the wall half-width of 0.3 nm. With much narrower columns the walls can shift with the voltage, and the same energy function gives a negative layer capacitance and a total above $C_d$: about $-39$ and 6.1 µF/cm² at a period of 3 nm. The total is positive in both cases. Domain formation therefore does not by itself fix the sign of the layer capacitance; that depends on how freely the walls move.

## The model beside a real device

The thicknesses, polarization and field are rough typical values for ferroelectric hafnia-based films. The main doubt is the use of 1 MV/cm as a uniform switching field, since switching in real films can proceed through domains and need not measure the Landau coefficient. Domains are also a large correction: with walls held by the 0.5 nm columns, they move $C$ at 0.4 V from 8.27 to between 4.7 and 4.9 µF/cm², depending on the pattern, and with free walls to a little above 6 µF/cm². Electrode screening, with a rough effective length of 0.02 nm per electrode taken at vacuum permittivity, adds a positive series term and reduces the uniform value to 6.0 µF/cm² at the same charge. In the uniform state the alumina field is 4.6 MV/cm, about 46% of a rough breakdown field of 10 MV/cm; in the domain states the local alumina field at the interface reaches about 9 to 10 MV/cm at 0.4 V and about 8 MV/cm at zero voltage, close to that breakdown field. The estimates that follow also use the uniform state. The thermal rms charge in a 25 nm² cell is 0.37 µC/cm², a tenth of the mean. For rough barriers of 3 eV in alumina and 2 eV in hafnia and a tunnelling mass of 0.2 electron masses, a WKB estimate for electrons entering through the alumina gives a leakage of order $10^{-9}$ A/cm², which would take of order $10^3$ s to carry the stored charge. The estimate covers direct tunnelling only and is exponentially sensitive to its inputs: a hafnia barrier of 1.5 eV raises it to about $3\times10^{-7}$ A/cm², and a mass of 0.1 to about $3\times10^{-4}$ A/cm². Transmission through the alumina alone is about $10^{-5}$, so interface traps, if present, could be charged by that route; their effect depends on a trap density not specified here.

## What each derivation assumes

The first derivation assumes full thermal equilibrium and a coupling linear in voltage. It needs no smooth energy surface, no mean-field model and no division into layers. It covers quantum fluctuations and jumps, but it does not describe a metastable state that has failed to reach equilibrium.

The second assumes a smooth free energy and a strict local minimum. It covers metastable states and shows how a negative layer fits into a positive total, but its numbers depend on the variables included: a state stable against uniform changes may be unstable to domains. At the edge of stability $K$ is singular and the local formula stops, while the inequality between two equilibrium voltages still holds.

Neither derivation covers a state in motion. During switching, charge can rise while the measured voltage falls, because the system is not at a minimum at each instant. A steady leakage current or an active circuit also lies outside the proofs, since no equilibrium free energy of the form used here then determines the charge.

## Table of computed values

```
Temperature: 300 K
Ferroelectric thickness: 5 nm
Dielectric thickness: 1.5 nm
Spontaneous polarization (rough input): 20 uC/cm2
Uniform switching field (rough input): 1 MV/cm
Background permittivity: 20 (relative)
Dielectric permittivity: 9 (relative)
Landau alpha: -1.299e+09 m/F
Landau beta: 3.248e+10 m^5/(F C^2)
Applied voltage: 0.4 V
Uniform state: charge: 3.645 uC/cm2
Uniform state: polarization: 4.659 uC/cm2
Ferroelectric field: -0.5724 MV/cm
Dielectric field: 4.575 MV/cm
Ferroelectric voltage: -0.2862 V
Dielectric voltage: 0.6862 V
Ferroelectric layer capacitance: -14.85 uF/cm2
Dielectric layer capacitance: 5.313 uF/cm2
Total capacitance, series formula: 8.272 uF/cm2
Total capacitance, relaxed states: 8.272 uF/cm2
Critical dielectric thickness: 0.6722 nm
Thin test dielectric: 0.5 nm
Thin stack: F'' at Q=0: -0.02161 cm2/uF
Cell area for thermal tests: 25 nm2
Thin stack: equilibrium C at V=0: 3347 uF/cm2
Quantum test: slope of mean charge: 1.789 (model units)
Quantum test: Kubo sum: 1.789 (model units)
Wall half-width (rough input): 0.3 nm
Gradient stiffness from wall: 5.846e-11 m^3/F
Stiffness needed for uniform state: 5.978e-10 m^3/F
Domains at 0.0 V: total capacitance: 4.661 uF/cm2
Domains at 0.0 V: ferroelectric capacitance: 38.01 uF/cm2
Domains at 0.0 V: energy minus uniform: -0.1031 eV/nm2
Domains at 0.0 V: main period: 3 nm
Domains at 0.4 V: total capacitance: 4.93 uF/cm2
Domains at 0.4 V: ferroelectric capacitance: 68.46 uF/cm2
Domains at 0.4 V: energy minus uniform: -0.07986 eV/nm2
Domains at 0.4 V: main period: 3 nm
Screening length per electrode (rough): 0.02 nm
Uniform C with electrode screening: 6.022 uF/cm2
Thermal rms charge in one cell: 0.3702 uC/cm2
Alumina breakdown field (rough input): 10 MV/cm
Dielectric field / breakdown field: 0.4575 
Alumina barrier (rough input): 3 eV
Hafnia barrier (rough input): 2 eV
Tunnelling mass (rough input): 0.2 electron masses
WKB current through stack: 2.002e-09 A/cm2
Time to leak the stored charge: 1821 s
WKB transmission of alumina alone: 1.373e-05
```
